# Why deformation-potential and piezoelectric scattering rates add without interference

## Symmetry fixes the phase

A long acoustic wave can change the energy of a band electron in two ways. It can dilate the lattice, which shifts the band edge, and in a piezoelectric crystal it can create an electric potential. Both changes are linear in the displacement $\mathbf u(\mathbf r)$. If the crystal responds without delay, the Fourier components of the electron energy $U$ obey

$$U_{\mathbf q}=K_k(\mathbf q)\,u_{k,\mathbf q},$$

with repeated Cartesian indices summed. Since $U$ and $\mathbf u$ are real fields, $U_{-\mathbf q}=U_{\mathbf q}^*$ and $\mathbf u_{-\mathbf q}=\mathbf u_{\mathbf q}^*$. Therefore

$$K_k(-\mathbf q)=K_k(\mathbf q)^* .$$

A kernel odd in $\mathbf q$ is then imaginary, and an even kernel is real. The deformation energy contains one spatial derivative of $\mathbf u$, so its kernel is odd. The piezoelectric potential contains two derivatives, divided by $q^2$ from Poisson's equation, so its kernel is even. The two amplitudes differ in phase by ninety degrees, and the squared modulus of their sum has no cross term.

This holds for one nondegenerate band with a real scalar deformation potential, to leading order in $q$, with rates taken from the golden rule. Absence of free-carrier screening is sufficient but, as shown below, not necessary.

## The two amplitudes

Let $\mathbf u=\mathrm{Re}[\mathbf p\,e^{i\mathbf q\cdot\mathbf r}]$, with $\mathbf q=q\mathbf n$, and write $U=\mathrm{Re}[G\,e^{i\mathbf q\cdot\mathbf r}]$. For a unit vector $\mathbf p$, $G$ is an energy per unit displacement.

The deformation energy is $\Xi\,\nabla\!\cdot\mathbf u$. The derivative brings down $i\mathbf q$:

$$G_D=i\,\Xi q\,(\mathbf n\cdot\mathbf p)\equiv iD .$$

For the piezoelectric part, the electric displacement is $-\varepsilon\,\partial_i\varphi+e_{ijk}S_{jk}$, where $\varepsilon$ is the permittivity, $e_{ijk}$ the piezoelectric tensor and $S_{jk}$ the strain. For the wave, $S_{jk}=\tfrac{i}{2}(q_jp_k+q_kp_j)$. Because $e_{ijk}$ is symmetric in $j,k$, the two halves contribute equally and $e_{ijk}S_{jk}=i\,e_{ijk}q_jp_k$. Without free charge the divergence vanishes:

$$iq_i\left(-i\varepsilon q_i\varphi+i\,e_{ijk}q_jp_k\right)=\varepsilon q^2\varphi-e_{ijk}q_iq_jp_k=0 .$$

Define $h_k=e_{ijk}n_in_j$. Then $\varphi=\mathbf h\cdot\mathbf p/\varepsilon$, and an electron of charge $-e$ has

$$G_P=-\frac{e}{\varepsilon}\,\mathbf h\cdot\mathbf p\equiv P .$$

$D$ and $P$ are real if $\mathbf p$ is real. To see that it may be taken so, use the stress $c_{ijkl}S_{kl}+e_{kij}\partial_k\varphi$ in Newton's law. Inserting $\varphi$ and dividing by $-q^2$ gives, for mass density $\rho$ and sound speed $v$,

$$\rho v^2p_i=\left(c_{ijkl}n_jn_l+\frac{h_ih_k}{\varepsilon}\right)p_k .$$

The matrix is real and symmetric, so its eigenvectors can be chosen real. A common phase of $\mathbf p$ multiplies $D$ and $P$ alike and drops out. For degenerate modes one chooses a real basis; the rate summed over the degenerate set does not depend on that choice.

In the quantized displacement, absorption of a phonon has the matrix element $\sqrt{\hbar N/2\rho V\omega}\;G$, where $N$ is the phonon occupation, $V$ the volume and $\omega=vq$. Emission has $N+1$ in place of $N$ and $G^*$ in place of $G$. Both rates contain

$$|G|^2=(P+iD)(P-iD)=P^2+D^2 .$$

Each transition rate is thus the sum of the two separate rates. Different modes leave different final phonon states, so their rates add for that reason alone. The ninety degrees matter for two couplings to the same mode.

## What the electron sees

In real space the energy is

$$U=P\cos(\mathbf q\cdot\mathbf r)-D\sin(\mathbf q\cdot\mathbf r)
=\sqrt{P^2+D^2}\,\cos(\mathbf q\cdot\mathbf r+\alpha),$$

with $P=\sqrt{P^2+D^2}\cos\alpha$ and $D=\sqrt{P^2+D^2}\sin\alpha$. The piezoelectric energy is extremal where the displacement is extremal, the deformation energy where the strain is. Together they form one wave with a shifted crest. The golden-rule rate depends on its height and not on the position of the crest. Reversing the sign of the piezoelectric tensor moves the crest but leaves the rate unchanged.

The quadrature is not confined to purely longitudinal waves. Take a cubic crystal with $c_{11},c_{12},c_{44}=120,54,60$ GPa and the coupling constants given in the next section. Along $[124]$ all three modes carry both couplings. Solving the strain and Poisson equations on a periodic grid at $q=0.156\ \mathrm{nm^{-1}}$ gives these magnitudes:

| Speed (m/s) | $\lvert G_D\rvert$ (eV/nm) | $\lvert G_P\rvert$ (eV/nm) | Phase difference |
|---|---|---|---|
| 2789 | 0.146 | 0.469 | 90.00° |
| 3260 | 0.049 | 0.783 | 90.00° |
| 5187 | 1.079 | 0.799 | 90.00° |

## How large the cross term would have been

Consider a zinc-blende model at 40 K with $\Xi=7.0$ eV, $e_{14}=0.16\ \mathrm{C/m^2}$, relative permittivity 13, effective mass $0.067\,m_e$ and $\rho=5.3\ \mathrm{g/cm^3}$. The rates use isotropic sound speeds $v_l=5200$ and $v_t=3000$ m/s. An electron of energy $k_BT=3.45$ meV has $k=0.0779\ \mathrm{nm^{-1}}$. Backscattering transfers $q=2k=0.1557\ \mathrm{nm^{-1}}$.

In zinc blende the nonzero tensor elements are those with three different indices, all equal to $e_{14}$, so

$$\mathbf h=2e_{14}(n_yn_z,\;n_zn_x,\;n_xn_y).$$

A longitudinal wave has $\mathbf p=\mathbf n$ and $\mathbf h\cdot\mathbf n=6e_{14}n_xn_yn_z$. Along $[111]$, $n_xn_yn_z=1/(3\sqrt3)=0.1925$. With $e_{14}/\varepsilon=1.390$ V/nm,

$$D=7.0\times0.1557=1.090\ \mathrm{eV/nm},$$

$$P=-6\times0.1925\times1.390=-1.605\ \mathrm{eV/nm}.$$

The true squared coupling is $1.188+2.576=3.764\ (\mathrm{eV/nm})^2$. Adding the magnitudes in phase would give 7.263, and subtracting them 0.265. For this transition a phase error could nearly double the rate or remove most of it.

Averaging can hide such an error. The longitudinal $P$ is odd in $\mathbf n$, whereas $D=\Xi q$ is even. A false term $2DP$, inserted by hand for each momentum transfer, would therefore vanish on averaging over crystal directions. It would still violate $|U_{-\mathbf q}|^2=|U_{\mathbf q}|^2$, which every real potential obeys.

Numerical angular integration shows this in the momentum-loss rate, the sum of transition rates weighted by $1-\cos\theta$, where $\theta$ is the scattering angle. At energy $k_BT$ the true rate is 40.2 ns$^{-1}$ for $\mathbf k$ along both $+[111]$ and $-[111]$. The false in-phase sum gives 43.2 and 37.1 ns$^{-1}$. Averaged over directions, both prescriptions give 41.1 ns$^{-1}$. Agreement of an averaged rate therefore does not establish the phase.

## Screening and lag

Suppose the piezoelectric part alone acquires a phase $\delta$. Separating real and imaginary parts,

$$|iD+Pe^{i\delta}|^2=(P\cos\delta)^2+(D+P\sin\delta)^2
=D^2+P^2+2DP\sin\delta .$$

The reflection of a matter wave shows the same dependence. I integrated the one-dimensional Schrödinger equation through a weak periodic potential with a smooth envelope thirty electron wavelengths long. Its period was half the electron wavelength, and its two parts had the magnitudes $|D|:|P|$ of the example. The reflection from both parts, divided by the sum of the separate reflections, was 1.00 for $\delta=0$, 1.46 for 30°, 1.93 for 90° and 0.07 for $-90°$.

Ordinary free-carrier screening in a single band does not produce this relative phase, provided the small reaction of the carriers on the polarization $\mathbf p$ is neglected, so that $\mathbf p$ stays real. Let $\chi(q,\omega)$ be the density response of the carriers to their total potential energy $W$, and $w=e^2/\varepsilon q^2$ their Coulomb interaction. In mean field,

$$W=G+w\chi W,\qquad W=\frac{iD+P}{1-w\chi}.$$

Even when $\chi$ is complex, both parts are divided by the same number, so $|W|^2=(D^2+P^2)/|1-w\chi|^2$. Screening changes the size of the rates but creates no interference.

Several valleys with different deformation energies $D_a$ behave differently. Now $W_a=iD_a+P+w\sum_b\chi_bW_b$. Multiplying by $\chi_a$, summing over valleys and solving for the last sum gives, with $\chi=\sum_b\chi_b$,

$$W_a=\frac{P}{1-w\chi}+i\left[D_a+\frac{w\sum_b\chi_bD_b}{1-w\chi}\right].$$

If all $D_b$ are equal, the bracket reduces to $D/(1-w\chi)$ and the common factor returns. If they differ and the $\chi_b$ are complex, the two terms need not be in quadrature.

A degenerate band needs more care. Its deformation coupling is a matrix, and the amplitude between two chosen states becomes $i\,d+P\,o$, where $d$ is the deformation matrix element and $o$ the overlap of the initial and final band states. The cross term is $2P\,\mathrm{Im}(d^*o)$, which vanishes if $d^*o$ is real but not in general. If the band is twofold degenerate at each wavevector, as for holes with spin splitting neglected, time reversal makes these terms cancel in the sum over both initial and both final states. They matter when individual spin states are followed.

## From transitions to relaxation rates

When $\hbar\omega\ll k_BT$, both $N$ and $N+1$ are close to $k_BT/\hbar\omega$. Absorption and emission together contribute

$$\frac{\hbar}{2\rho V\omega}\,\frac{2k_BT}{\hbar\omega}\,|G|^2=\frac{k_BT}{\rho Vv^2}\,\frac{|G|^2}{q^2}.$$

Treat the collisions as elastic, with the density of states per spin $mk/2\pi^2\hbar^2$. The momentum-relaxation rate, averaged over crystal directions and scattering angles, is

$$\frac1\tau=\frac{2\pi}{\hbar}\,\frac{mk}{2\pi^2\hbar^2}\,k_BT\sum_{\rm modes}\left\langle\frac{|G|^2}{\rho v^2q^2}(1-\cos\theta)\right\rangle .$$

For deformation scattering $|G|^2/q^2=\Xi^2$ for the longitudinal mode and zero for transverse modes. Since $\langle1-\cos\theta\rangle=1$,

$$\frac1{\tau_D}=\frac{mk\,k_BT\,\Xi^2}{\pi\hbar^3\rho v_l^2}.$$

For piezoelectric scattering, $q^2=2k^2(1-\cos\theta)$ cancels the angular weight and leaves $|G_P|^2/2k^2$. The directional averages are $\langle n_x^2n_y^2\rangle=1/15$ and $\langle n_x^2n_y^2n_z^2\rangle=1/105$. Hence, in units of $e_{14}^2$, the longitudinal part $\langle(\mathbf h\cdot\mathbf n)^2\rangle$ is $36/105=12/35$. The total $\langle h^2\rangle$ is $4\times3/15=28/35$, which leaves $16/35$ for the two transverse modes:

$$\frac1{\tau_P}=\frac{m\,k_BT}{2\pi\hbar^3\rho k}\left(\frac{e\,e_{14}}{\varepsilon}\right)^2\left[\frac{12}{35v_l^2}+\frac{16}{35v_t^2}\right].$$

The weight $1-\cos\theta$ is essential here. Without it the unscreened piezoelectric rate contains $\int d(\cos\theta)/(1-\cos\theta)$, which diverges logarithmically at small angles. The momentum-relaxation rate stays finite, as does the differential rate at any nonzero angle.

At energy $k_BT$ the example gives $6.25+34.90=41.15\ \mathrm{ns^{-1}}$. Piezoelectric scattering dominates because transverse waves supply four fifths of it; its longitudinal part alone, $6.97\ \mathrm{ns^{-1}}$, barely exceeds the deformation rate. The deformation rate grows as $E^{1/2}$ and the piezoelectric rate falls as $E^{-1/2}$. Their ratio, 5.58 at $k_BT$, therefore reaches one at $E=5.58\,k_BT$, about 19 meV, with the temperature held at 40 K.

## Rates add, inverse mobilities do not

With the direction-averaged relaxation time and nondegenerate carriers, the mobility is $\mu=e\langle\tau\rangle/m$, where

$$\langle\tau\rangle=\frac{1}{\Gamma(5/2)}\int_0^\infty x^{3/2}e^{-x}\tau(x)\,dx,\qquad x=\frac{E}{k_BT}.$$

For deformation scattering alone, $\tau\propto x^{-1/2}$ gives the factor $\Gamma(2)/\Gamma(5/2)=0.752$. For piezoelectric scattering alone, $\tau\propto x^{1/2}$ gives $\Gamma(3)/\Gamma(5/2)=1.505$. The mobilities are $3.16\times10^6$ and $1.13\times10^6\ \mathrm{cm^2/Vs}$.

Adding the rates at each energy and then integrating numerically gives $7.6\times10^5\ \mathrm{cm^2/Vs}$ ($76\ \mathrm{m^2/Vs}$). Adding inverse mobilities gives $8.3\times10^5$, which is 9% higher. The sign of this difference follows from

$$\frac{\tau_D\tau_P}{\tau_D+\tau_P}=\min_s\left[s^2\tau_D+(1-s)^2\tau_P\right].$$

Holding $s$ fixed while averaging gives an upper bound, and its best value is $\langle\tau_D\rangle\langle\tau_P\rangle/(\langle\tau_D\rangle+\langle\tau_P\rangle)$. The discrepancy comes from the different energy dependences, not from interference.

## The odd part of the ionic potential

The ionic potential also has an odd, imaginary part, which is in phase with the deformation term or opposite to it. It is linear in $q$, as the deformation term is, so at small $q$ it acts as a correction to $\Xi$ that can depend on direction. The odd and even parts of the whole kernel stay in quadrature, but the ionic potential taken alone does not keep exactly ninety degrees from the strain. A diatomic chain shows this. Take equally spaced ions of opposite charge, masses in the ratio 1:3 and alternating springs in the ratio 1:2, and leave out Coulomb forces on the motion. For cell length $a$, diagonalization gives an angle between the potential and the strain of the mass-weighted mean displacement that misses ninety degrees by 2.15° at $qa=0.1$ and by 1.07° at $qa=0.05$. The deviation is linear in $q$. Its size depends on the displacement taken as reference: with the displacement of either ion instead of the mean, it is 1.4° or 2.4° at $qa=0.1$.

With equal springs the chain has inversion symmetry. The kernel must then be odd, because $\mathbf u$ changes sign under inversion and $U$ does not. The remaining potential is in phase with the strain if the lighter ion is positive, as in the computed case, where the angle is zero. With the charges exchanged it is opposite to the strain.

For a lattice constant of 0.57 nm, the backscattering example has $qa=0.089$. The chain then misses quadrature by 1.9°. A deviation of that size would change $|G|^2$ by about $2|DP|\sin(1.9°)/(D^2+P^2)\approx3\%$. Relative to $D^2$ alone the change is about 10%, and in the chain this fraction does not shrink as $q$ goes to zero. These numbers indicate a scale; the sign and coefficient in a real crystal need a microscopic calculation.

## The real case and what to do

The parameters are rough values for high-purity n-type gallium arsenide, and the lattice-limited mobility should not be read as a prediction for a sample. One assumption that real material breaks is the absence of charged impurities. At $10^{13}\ \mathrm{cm^{-3}}$, a very clean case, a screened-Coulomb golden-rule estimate gives an impurity rate 0.41 times the acoustic rate at energy $k_BT$. The ratio falls with energy, to 0.19 at $2k_BT$. Including the impurity rate in the energy average lowers the mobility by about 16%, to $6.4\times10^5\ \mathrm{cm^2/Vs}$. This is only a rough estimate, because the golden rule for a charged impurity needs $k$ times the effective Bohr radius to be large, and at energy $k_BT$ it is 0.8. There a partial-wave calculation with the same screened potential gives an impurity rate 18% lower for attractive and 25% lower for repulsive impurities, so the golden rule overstates the loss of mobility. The rates also neglect elastic anisotropy. Using the elastic constants above in place of the isotropic speeds lowers the total acoustic rate at $k_BT$ from 41.1 to 36.0 ns$^{-1}$, through the piezoelectric part, and raises the lattice-limited mobility by 11%, to $8.5\times10^5\ \mathrm{cm^2/Vs}$. At $q=2k$ the longitudinal phonon energy is $0.155\,k_BT$, so collisions are only approximately elastic. Absorption of 36 meV polar optical phonons by slow electrons adds about 0.5% to the acoustic rate. With a carrier density of $10^{13}\ \mathrm{cm^{-3}}$ the Debye length $L$ is 498 nm and $1/(qL)^2=1.7\times10^{-4}$, so screening is negligible for backscattering. The weak-field treatment needs fields well below roughly $v_l/\mu=0.7$ V/cm, where the drift speed reaches the speed of sound.

For a single scalar-coupled band at small $qa$, include the odd part of the ionic potential in $\Xi$. Then add the squared amplitudes mode by mode and the relaxation rates energy by energy, and average last. Keep the complex amplitudes when individual spin states of a degenerate band are followed, when valleys with different deformation potentials screen dynamically, or when $qa$ is not small. In those cases the relative phase has to be calculated.
